# PAW forces in a finite homogeneous field from the discretized Berry phase

In a one-dimensional crystal with two atoms per cell, a field of 0.001 hartree/(e·bohr) pulls the ion of atom A, of charge +2, with a force of +0.002000 hartree/bohr. The total force on A nevertheless changes by

\[
0.04921133-0.04942764=-0.00021631\ \text{hartree/bohr},
\]

about a tenth of the ionic pull and opposite to it. The rest comes from the electrons: through their polarized orbitals, through projectors that move with the atom, and through a phase attached to its augmentation charge. This appendix derives these terms.

## Conventions and the electric enthalpy

Hartree atomic units are used; an electron has charge \(-1\). The crystal is an insulator with \(N_b\) occupied bands of occupation \(f\) (\(f=2\) without spin polarization). The lattice vectors \(\mathbf a_i\), the field \(\boldsymbol{\mathcal E}\) and the k mesh are fixed. The mesh has \(N_i\) divisions along the reciprocal vector \(\mathbf G_i\), \(N_k\) points in all, and steps \(\mathbf b_i=\mathbf G_i/N_i\), with \(\mathbf a_i\cdot\mathbf G_j=2\pi\delta_{ij}\). Ions of charge \(Z_a\) at \(\mathbf R_a\) include frozen spherical cores, which have no dipole of their own.

The smooth Bloch orbitals \(\tilde\psi_{n\mathbf k}\) satisfy \(\langle\tilde\psi_{m\mathbf k}|S|\tilde\psi_{n\mathbf k}\rangle=\delta_{mn}\) per cell, and \(\tilde\psi_{\mathbf k+\mathbf G}=\tilde\psi_{\mathbf k}\). The enthalpy per cell is

\[
\mathcal F=E_{\rm KS}-\boldsymbol{\mathcal E}\cdot\Big(\sum_a Z_a\mathbf R_a-f\mathbf X\Big),
\]
\[
\mathbf X=-\sum_i\frac{N_i\mathbf a_i}{2\pi N_k}\sum_{\mathbf k}\operatorname{Im}\ln\det M^i_{\mathbf k},
\]

where \(M^i_{\mathbf k,mn}=\langle\psi_{m\mathbf k}|e^{-i\mathbf b_i\cdot\mathbf r}|\psi_{n,\mathbf k+\mathbf b_i}\rangle\) is formed with all-electron orbitals.

A single band of non-overlapping localized orbitals \(w\) fixes the sign and prefactor. Here \(M\simeq1-i\mathbf b_i\cdot\langle w|\mathbf r|w\rangle\) to first order in \(\mathbf b_i\), so \(\operatorname{Im}\ln M=-\mathbf b_i\cdot\langle\mathbf r\rangle\). The sum over k gives a factor \(N_k\), and

\[
\mathbf X=\sum_i\frac{\mathbf a_i(\mathbf G_i\cdot\langle\mathbf r\rangle)}{2\pi}=\langle\mathbf r\rangle .
\]

Thus \(\mathbf X\) is the sum of the band centres, up to a mesh error that vanishes as \(\mathbf b_i\to0\). It is defined up to a branch of the logarithm. Changing the branch adds a constant to \(\mathcal F\) at fixed field and cell, hence no force, provided one branch is followed as the atoms move.

With \(w_i=N_i\,\boldsymbol{\mathcal E}\cdot\mathbf a_i/2\pi\), the electronic field energy is

\[
f\boldsymbol{\mathcal E}\cdot\mathbf X=-\frac f{N_k}\sum_i w_i\sum_{\mathbf k}\operatorname{Im}\ln\det M^i_{\mathbf k}.
\]

## The overlap in PAW form

The all-electron orbital is \(\psi=\tilde\psi+\sum_{aj}(\phi_j-\tilde\phi_j)c_j\), with \(c_j=\langle p_j|\tilde\psi\rangle\). Suppose that the spheres do not overlap and that the partial waves are complete inside them. Then \(\tilde\psi=\sum_j\tilde\phi_jc_j\) and \(\psi=\sum_j\phi_jc_j\) in a sphere, while \(\psi=\tilde\psi\) outside. Replacing the smooth integrand by the true one in each sphere and writing \(\mathbf r=\mathbf R_a+\mathbf y\) gives

\[
M_{mn}=\langle\tilde\psi_{m\mathbf k}|e^{-i\mathbf b\cdot\mathbf r}|\tilde\psi_{n,\mathbf k+\mathbf b}\rangle+\sum_a A^a_{mn},
\]
\[
A^a_{mn}=e^{-i\mathbf b\cdot\mathbf R_a}\sum_{jl}c^*_{jm}\,q_{jl}(\mathbf b)\,c'_{ln},
\]
\[
q_{jl}(\mathbf b)=\int e^{-i\mathbf b\cdot\mathbf y}(\phi_j^*\phi_l-\tilde\phi_j^*\tilde\phi_l)\,d\mathbf y .
\]

A prime marks quantities at \(\mathbf k+\mathbf b\). The integral \(q_{jl}(\mathbf b)\) is centred on the atom and does not change when the atom moves; the position sits in the prefactor and in the projections. The same integrals at \(\mathbf b=0\) enter \(S=1+\sum_{ajl}|p_j\rangle q_{jl}(0)\langle p_l|\).

For functions inside the span of the partial waves, this formula was tested against direct quadrature of the all-electron functions, with a largest error of \(6\times10^{-16}\). If the set is incomplete, the formula is an approximation to the all-electron overlap. It still defines a functional, and the force below is the derivative of that functional.

## Stationarity and the multipliers

Let \(O_{\mathbf k}\) be the operator whose matrix elements form \(M_{\mathbf k}\). For a nonsingular matrix, \(d\ln\det M=\operatorname{Tr}(M^{-1}dM)\). A given bra \(\langle\tilde\psi_{m\mathbf k}|\) enters the field energy twice.

First, it is the bra of \(M_{\mathbf k}\), where it contributes to \(d\ln\det M_{\mathbf k}\)

\[
\sum_n\langle d\tilde\psi_{m\mathbf k}|O_{\mathbf k}|\tilde\psi_{n,\mathbf k+\mathbf b}\rangle(M_{\mathbf k}^{-1})_{nm}.
\]

Second, its ket enters \(M_{\mathbf k-\mathbf b}\), so that the bra appears in the complex conjugate \((\ln\det M_{\mathbf k-\mathbf b})^*\):

\[
\sum_n\langle d\tilde\psi_{m\mathbf k}|O^\dagger_{\mathbf k-\mathbf b}|\tilde\psi_{n,\mathbf k-\mathbf b}\rangle(M_{\mathbf k-\mathbf b}^{-1})^\dagger_{nm}.
\]

Since \(\operatorname{Im}z=(z-z^*)/2i\) and \(-1/2i=i/2\), the derivative of the field energy with respect to the bra is \((f/N_k)|g_{m\mathbf k}\rangle\). With the orbitals collected in a row,

\[
g_{\mathbf k}=\sum_i\frac{iw_i}{2}\Big[O_{\mathbf k}\tilde\psi_{\mathbf k+\mathbf b_i}M_{\mathbf k}^{-1}-O^\dagger_{\mathbf k-\mathbf b_i}\tilde\psi_{\mathbf k-\mathbf b_i}(M_{\mathbf k-\mathbf b_i}^{-1})^\dagger\Big].
\]

Now project onto the occupied orbitals. The first term gives \(M_{\mathbf k}M_{\mathbf k}^{-1}=1\). The second gives \(M_{\mathbf k-\mathbf b}^\dagger(M_{\mathbf k-\mathbf b}^{-1})^\dagger=(M_{\mathbf k-\mathbf b}^{-1}M_{\mathbf k-\mathbf b})^\dagger=1\). They cancel:

\[
\langle\tilde\psi_{l\mathbf k}|g_{m\mathbf k}\rangle=0 .
\]

Define \(H\) by \(\partial E_{\rm KS}/\partial\langle\tilde\psi_{m\mathbf k}|=(f/N_k)H|\tilde\psi_{m\mathbf k}\rangle\), and add the orthonormality constraint:

\[
\mathcal L=\mathcal F-\frac f{N_k}\sum_{\mathbf k}\operatorname{Tr}\big[\Lambda_{\mathbf k}(\langle\tilde\psi|S|\tilde\psi\rangle-1)\big].
\]

Stationarity requires

\[
H|\tilde\psi_m\rangle+|g_m\rangle=\sum_nS|\tilde\psi_n\rangle\Lambda_{nm}.
\]

Multiplying by \(\langle\tilde\psi_l|\) leaves \(\Lambda_{lm}=\langle\tilde\psi_l|H|\tilde\psi_m\rangle\). The multipliers have no explicit field part, although the orbitals in them are polarized and are in general not eigenstates of \(H\).

For a solver based on diagonalization, use

\[
H_{\rm eff}=H+\sum_m\big(|g_m\rangle\langle\tilde\psi_m|S+S|\tilde\psi_m\rangle\langle g_m|\big).
\]

On an occupied orbital the first added term gives \(|g_n\rangle\) by orthonormality, and the second vanishes by the projection identity. The occupied eigenvectors of the self-consistent \(H_{\rm eff}\) therefore satisfy the stationarity condition, and their eigenvalues form a diagonal \(\Lambda\). In the example, \(\langle\tilde\psi|H|\tilde\psi\rangle\) was tested against these eigenvalues; the largest difference is \(5\times10^{-12}\) hartree.

## The force

At the stationary point the constraint holds, so \(\mathcal L=\mathcal F\), and first-order changes of the orbitals do not change \(\mathcal L\). In a basis that does not move with the atoms, such as plane waves, the force is therefore \(-\partial\mathcal L/\partial\mathbf R_a\) at fixed orbital coefficients:

\[
\begin{aligned}
\mathbf F_a={}&-\left.\frac{\partial E_{\rm KS}}{\partial\mathbf R_a}\right|_{\tilde\psi}
+\frac f{N_k}\sum_{\mathbf k}\operatorname{Tr}[\Lambda_{\mathbf k}\langle\tilde\psi|\partial_aS|\tilde\psi\rangle]\\
&+Z_a\boldsymbol{\mathcal E}
+\frac f{N_k}\sum_iw_i\sum_{\mathbf k}\operatorname{Im}\operatorname{Tr}[(M^i_{\mathbf k})^{-1}\partial_aM^i_{\mathbf k}].
\end{aligned}
\]

The first line is the ordinary PAW force expression, evaluated with the field-polarized orbitals. In a full PAW code it includes the compensation-charge, core-density and ion–ion terms. The last term enters with a plus sign because the field energy carries a minus sign and the force another; its value can have either sign.

The smooth part of \(M\) has no explicit dependence on \(\mathbf R_a\). The product rule applied to \(A^a\) gives

\[
\begin{aligned}
\partial_aM_{mn}=e^{-i\mathbf b\cdot\mathbf R_a}\sum_{jl}\big[&(\partial_ac_{jm})^*q_{jl}(\mathbf b)c'_{ln}+c_{jm}^*q_{jl}(\mathbf b)\,\partial_ac'_{ln}\\
&-i\mathbf b\,c_{jm}^*q_{jl}(\mathbf b)c'_{ln}\big].
\end{aligned}
\]

Here \(\partial_ac_j=\langle\partial_ap_j|\tilde\psi\rangle\) and \(\partial_ap_j=-\nabla p_j(\mathbf r-\mathbf R_a)\). In plane waves of wavevector \(\mathbf K=\mathbf k+\mathbf G\), a projection is a sum of terms proportional to \(e^{i\mathbf K\cdot\mathbf R_a}\), so \(\partial_a\) multiplies each term by \(i\mathbf K\). Where \(\mathbf k+\mathbf b\) leaves the mesh, the stored orbital at the folded point is used, and the smooth overlap connects coefficients shifted by one reciprocal vector. The projection \(c'\) needs no correction, because \(\tilde\psi\) itself is periodic in \(\mathbf k\).

### Where the phase sits

Some codes apply projectors \(e^{-i\mathbf k\cdot(\mathbf r-\mathbf R_a)}p_j\) to the cell-periodic function \(\tilde u=e^{-i\mathbf k\cdot\mathbf r}\tilde\psi\). The projection is then \(\beta_j=e^{-i\mathbf k\cdot\mathbf R_a}c_j\), and

\[
e^{-i\mathbf b\cdot\mathbf R_a}c_j^*c'_l
=e^{-i\mathbf b\cdot\mathbf R_a}e^{-i\mathbf k\cdot\mathbf R_a}e^{i(\mathbf k+\mathbf b)\cdot\mathbf R_a}\beta_j^*\beta'_l
=\beta_j^*\beta'_l .
\]

The explicit phase is gone, but \(\partial_a\beta=e^{-i\mathbf k\cdot\mathbf R_a}(\partial_ac-i\mathbf kc)\). The extra terms in \(\partial_a(\beta_j^*\beta'_l)\) carry \(+i\mathbf k-i(\mathbf k+\mathbf b)=-i\mathbf b\), which restores the phase force. It must be counted once, in whichever convention is used, and \(\mathbf k+\mathbf b\) in \(\beta'\) is the unfolded value. A numerical derivative of the Berry phase in this second convention, at frozen orbitals, was tested against the sum of projector and phase terms of the first.

## What the two field terms mean

### Phase term

Since \(\operatorname{Im}(-iz)=-\operatorname{Re}z\), the phase part of the force is

\[
\mathbf F_a^{\rm phase}=-\frac f{N_k}\sum_iw_i\mathbf b_i\sum_{\mathbf k}\operatorname{Re}\operatorname{Tr}[(M^i_{\mathbf k})^{-1}A^{a,i}_{\mathbf k}].
\]

The prefactors combine to \(\sum_iw_i\mathbf b_i=\sum_i(\boldsymbol{\mathcal E}\cdot\mathbf a_i)\mathbf G_i/2\pi=\boldsymbol{\mathcal E}\). The trace does not depend on the choice of orbitals within the occupied space, so a locally smooth choice may be made. Then \(M\to1\) and \(A^a_{mn}\to\sum_{jl}c_{jm}^*q_{jl}(0)c_{ln}\) as \(\mathbf b\to0\), and

\[
\mathbf F_a^{\rm phase}\to-\boldsymbol{\mathcal E}\,n_a,\qquad
n_a=\frac f{N_k}\sum_{\mathbf k,m,jl}c_{jm}^*q_{jl}(0)c_{lm}.
\]

The number \(n_a\) is, exactly so for complete partial waves, the electron count that augmentation adds to the smooth density at atom \(a\), not the whole electron count in the sphere. The phase term is the pull of the field on this rigidly carried charge.

The leading error is of order \(b^2\). Reversing a link turns \(M\) and \(A\) into their adjoints, because \(q(-\mathbf b)=q(\mathbf b)^\dagger\). The real part of the trace is unchanged, so the sum over k is even in \(\mathbf b\). At zero field, going from 16 to 32 k-points reduced the deviation of the phase force per unit field from \(-n_a\) by factors of 3.999 for A and 4.002 for B, as a \(b^2\) law requires.

### Projector term for norm-conserving partial waves

If \(q_{jl}(0)=0\), the leading term is \(q_{jl}(\mathbf b)\simeq-i\mathbf b\cdot\mathbf d_{jl}\), with \(\mathbf d_{jl}=\int\mathbf y(\phi_j^*\phi_l-\tilde\phi_j^*\tilde\phi_l)d\mathbf y\). The phase force then vanishes as \(b\to0\). The projector term survives, because \(w_i\) grows as \(1/b_i\) and \(\sum_iw_i\,\mathbf b_i\cdot\mathbf d_{jl}=\boldsymbol{\mathcal E}\cdot\mathbf d_{jl}\):

\[
\mathbf F_a^{\rm proj}\to-\sum_{jl}\boldsymbol{\mathcal E}\cdot\mathbf d_{jl}\,\partial_a\rho_{jl},\qquad
\rho_{jl}=\frac f{N_k}\sum_{\mathbf k m}c_{jm}^*c_{lm}.
\]

This is minus the derivative of the energy \(+\boldsymbol{\mathcal E}\cdot\mathbf d_{jl}\rho_{jl}\) of on-site electronic dipoles. Norm conservation thus removes the phase force in the limit, but not the need for \(q_{jl}(\mathbf b)\).

## Two identities for checking an implementation

**Net force.** Shift all atoms and orbitals rigidly by \(\mathbf d\). \(E_{\rm KS}\) and the constraints do not change. Each \(M^i\) acquires the factor \(e^{-i\mathbf b_i\cdot\mathbf d}\), so its determinant acquires \(e^{-iN_b\mathbf b_i\cdot\mathbf d}\), and \(\mathbf X\) grows by \(N_b\mathbf d\). The enthalpy changes by \(-\boldsymbol{\mathcal E}\cdot\mathbf d(\sum_aZ_a-fN_b)\). At stationarity the orbital part of the shift costs nothing to first order, hence

\[
\sum_a\mathbf F_a=\boldsymbol{\mathcal E}\Big(\sum_aZ_a-fN_b\Big),
\]

which is zero for a neutral cell. A code whose real-space grids break translational invariance will show a residue.

**Born charges.** Let \(\mathbf D=\sum_aZ_a\mathbf R_a-f\mathbf X\) be the cell dipole. By stationarity, \(\partial\mathcal F/\partial\mathcal E_\beta=-D_\beta\) and \(\partial\mathcal F/\partial R_{a\alpha}=-F_{a\alpha}\). Equality of the mixed derivatives gives

\[
\frac{\partial F_{a\alpha}}{\partial\mathcal E_\beta}=\frac{\partial D_\beta}{\partial R_{a\alpha}}
\]

on the same k mesh. The right side can be found at zero field without any force routine.

## Worked example

The crystal of the opening has a cell of 8 bohr, atoms at 0.30 and 3.90 bohr, \(Z_A=Z_B=2\) and two doubly occupied bands. The local potential has a Gaussian well on each atom, with depths of 1.2 and 1.6 hartree and a width parameter of 0.9 bohr. Each atom also carries one even and one odd partial wave in a sphere of radius 1.2 bohr. These waves are chosen analytic functions, not solutions for the wells. The example is therefore a model PAW Hamiltonian, and its gap and charges are not those of a crystal of bare Gaussian wells. A local repulsion of the smooth density makes the problem self-consistent. There is no compensation charge or ion–ion energy, so the example tests the field terms and their coupling to a self-consistent \(H\), not every part of a full PAW force.

With eight k-points, \(b=0.098175\) bohr⁻¹ and \(w=\mathcal E/b=0.001/0.098175=0.01019\). The parts of the force, in \(10^{-3}\) hartree/bohr, are:

| Part | A | B |
|---|---:|---:|
| \(E_{\rm KS}\), fixed orbitals | 60.860 | −61.267 |
| constraint | −13.172 | 10.574 |
| ion | 2.000 | 2.000 |
| projectors | 0.147 | 0.278 |
| phase | −0.623 | −0.795 |
| total | 49.211 | −49.211 |

The totals correspond to ±2.5305 eV/Å. Numerical derivatives of the re-minimized enthalpy agree with them within the test tolerance of \(2\times10^{-8}\) hartree/bohr. A five-point mesh gives a slightly different force on A, 0.04921306 instead of 0.04921133 hartree/bohr, and there too the formula matches the numerical derivative. The formula thus follows the discretized functional at finite \(b\); it does not remove the mesh error of that functional.

The opening observation can now be resolved. The three explicit field terms on A add to

\[
2.000+0.147-0.623=1.524
\]

in the units of the table. The first two rows add to 47.687, whereas the zero-field force is 49.428. Polarization of the orbitals has therefore changed the ordinary terms by \(-1.740\) (from the unrounded values), and the net change is \(1.524-1.740=-0.216\). Divided by the field, this is \(-0.2163\) e. The Born charge of A is \(-0.2167\) e, both from the force and from the dipole; the remaining 0.2% is the nonlinear response at this field. This Born charge belongs to the eight-point mesh: it becomes \(-0.2176\) e with 16 points and \(-0.2178\) e with 32, a mesh error of about 0.5%. Atom B has the opposite Born charge.

The phase term is small beside the total force on A, 1.3% of it, but 2.9 times the change produced by the field. Without it the two forces would add to \(0.623+0.795=1.418\) instead of zero. Per unit field it is \(-0.6226\) e on A, against 0.6209 augmentation electrons, a difference of 0.3% at this \(b\).

The on-site dipole is visible in \(q_{12}(b)\) of atom A, whose imaginary part is \(-0.012567\). To leading order \(d_{12}=0.012567/0.098175=0.128\) bohr.

## Conditions of use

The enthalpy has no lower bound for an infinite crystal in a field. What is used is a stationary state of the finite mesh, continuously connected to the zero-field insulator. As an estimate, it survives while the potential drop \(N_i|\boldsymbol{\mathcal E}\cdot\mathbf a_i|\) is below the gap. Here the drop is \(8\times8\times0.001=0.064\) hartree and the zero-field gap is 0.427 hartree. The estimate fixes only the scale and is conservative in this model, where the stationary state can be followed to a drop of about six times the gap. Refining the mesh at fixed field raises the drop, so the limit \(b\to0\) has to be taken together with small fields.

The derivation also fails for metals, whose occupied space is not a fixed set of bands at each k, and where \(\det M=0\), since the phase is then undefined. Orbitals that are not converged leave an error linear in their residual in the force, but quadratic in the enthalpy. Atom-centred basis functions add terms from their own motion. The k mesh may be reduced only by symmetries that the field preserves.

The printed values behind the example are in the numerical output below.

## Numbers as computed

```
cell length 8.0 bohr; k-points 8; b = 0.098175 1/bohr
plane waves per k-point: 25; occupied bands: 2
positions A, B: 0.30, 3.90 bohr
ion charges A, B: 2.0, 2.0 e
well depths A, B: 1.2, 1.6 hartree
well width 0.9 bohr; sphere radius 1.2 bohr
density coupling 0.15 hartree*bohr
field 0.0010 hartree/(e*bohr)
zero-field gap on the mesh 0.42732 hartree
A: q_11(0) = 0.964647, q_22(0) = 0.120294
A: q_11(b) = 0.963992, Im q_12(b) = -0.012567
B: q_11(0) = 1.246727, q_22(0) = 0.189869
B: q_11(b) = 1.245890, Im q_12(b) = -0.017992
largest PAW overlap error against quadrature 6.3e-16
cell dipole without field -0.083472 e*bohr
cell dipole in the field -0.075718 e*bohr
E_KS in the field -3.32351329 hartree
enthalpy in the field -3.32343757 hartree
A: fixed-orbital E_KS force 0.06085957 hartree/bohr
A: constraint force -0.01317230 hartree/bohr
A: ion force 0.00200000 hartree/bohr
A: projector field force 0.00014669 hartree/bohr
A: q-phase field force -0.00062263 hartree/bohr
A: total force 0.04921133 hartree/bohr
A: numerical force 0.04921133 hartree/bohr
A: total force 2.53055 eV/angstrom
A: zero-field force 0.04942764 hartree/bohr
A: Born charge from force -0.216745 e
A: Born charge from dipole -0.216745 e
A: augmentation electrons in the field 0.620927
A: q-phase force / field -0.622633 e
A: b^2 test, deviation ratio 16 to 32 points 3.9992
B: fixed-orbital E_KS force -0.06126720 hartree/bohr
B: constraint force 0.01057372 hartree/bohr
B: ion force 0.00200000 hartree/bohr
B: projector field force 0.00027760 hartree/bohr
B: q-phase field force -0.00079546 hartree/bohr
B: total force -0.04921133 hartree/bohr
B: numerical force -0.04921133 hartree/bohr
B: total force -2.53055 eV/angstrom
B: zero-field force -0.04942764 hartree/bohr
B: Born charge from force 0.216745 e
B: Born charge from dipole 0.216745 e
B: augmentation electrons in the field 0.794574
B: q-phase force / field -0.795459 e
B: b^2 test, deviation ratio 16 to 32 points 4.0015
sum of total forces 3.9e-14 hartree/bohr
5-point mesh, A: analytic force 0.04921306 hartree/bohr
5-point mesh, A: numerical force 0.04921306 hartree/bohr
largest field part found in Lambda 4.9e-12 hartree
```
